Silvestrelli's Γ-point spread functional in arbitrary cells and its Jacobi maximization, part 1

(Sections cited here and not found follow in the second part.)

## I. The functional and its weights

### The physical question

A plane-wave calculation of a large cell at the Γ point gives N occupied orbitals ψ_n that are periodic in the cell and usually extend over all of it. Any unitary mixture of them spans the same occupied space and gives the same one-particle density matrix. One may therefore look for the mixture whose members are as compact as possible, the maximally localized Wannier functions of the cell. Compactness is measured by the variance of position, but r is not a periodic function, so ⟨r²⟩ − ⟨r⟩² has no direct meaning for periodic orbitals. The functions exp(−iG·r), with G in the reciprocal lattice, are periodic. The question is which of them to use in a cell of general shape, with which weights, and how to optimize the result.

The cell has edges a_1, a_2, a_3 and metric g_ij = a_i·a_j. The reciprocal vectors obey b_i·a_j = 2πδ_ij. A Miller vector m = (m_1, m_2, m_3) stands for G = Σ_i m_i b_i. The orbitals are orthonormal in the ordinary inner product over one cell, and N counts the orbitals of one spin. They may come from any mean-field calculation with a well-defined occupied space. Define

Z_I,mn = ⟨ψ_m|exp(−iG_I·r)|ψ_n⟩,

Ω = Σ_n Ω_n,  Ω_n = Σ_I ω_I (1 − |Z_I,nn|²).  (1)

The weights ω_I have the dimension of length squared.

### Theorem

Let the weights satisfy the metric identity

Σ_I ω_I G_I G_Iᵀ = 1,  (2)

where 1 is the 3×3 unit matrix.

(a) For an orbital small compared with the cell, Ω_n equals its position variance to leading order. The error falls as the inverse square of the cell size when the orbital is held fixed.

(b) Every three-dimensional lattice admits a choice of three to six vectors G_I with positive weights that satisfy (2) and generate the whole reciprocal lattice. Then Ω_n ≥ 0, and Ω_n vanishes only for a density concentrated at one point modulo the lattice.

(c) Minimizing Ω over unitary mixtures is the same as maximizing Σ_I ω_I Σ_n |Z_I,nn|². It is also the same as minimizing the weighted sum of the squared moduli of the off-diagonal elements of all Z_I.

(d) For two orbitals, the best unitary mixture follows from the top eigenvector of a real symmetric 3×3 matrix. A set of orbitals that no such pair rotation can improve is a stationary point of Ω.

Part (b) contains a condition that the metric identity alone does not supply. Part (d) promises a stationary point and not the global optimum.

### Lemma 1: the metric fixes the weights

Multiplying (2) by r from both sides gives

Σ_I ω_I (G_I·r)² = |r|² for every r.  (3)

Conversely, (3) implies (2), because a symmetric matrix is determined by its quadratic form. Write r = Σ_i s_i a_i. Then G·r = 2π Σ_i m_i s_i, and |r|² = Σ_ij g_ij s_i s_j, so (3) becomes

4π² Σ_I ω_I (m_I·s)² = Σ_i g_ii s_i² + 2 Σ_{i<j} g_ij s_i s_j.  (4)

The right side has six independent coefficients, which is why six Miller vectors suffice in general. Silvestrelli's usual set is

(100), (010), (001), (110), (101), (011).

The product s_1s_2 arises only from (110), through (s_1 + s_2)² = s_1² + 2s_1s_2 + s_2². Comparing coefficients gives 4π²ω_110 = g_12, and likewise for the other two mixed vectors. The term s_1² arises from (100), (110) and (101), so

4π²(ω_100 + ω_110 + ω_101) = g_11.

Solving this and its two partners, we find

4π²ω_100 = g_11 − g_12 − g_13,
4π²ω_010 = g_22 − g_12 − g_23,
4π²ω_001 = g_33 − g_13 − g_23,
4π²ω_110 = g_12, 4π²ω_101 = g_13, 4π²ω_011 = g_23.  (5)

Each coefficient was forced, so the weights of this set are unique. In an orthorhombic cell the mixed weights vanish and three vectors remain, with ω = |a_i|²/4π².

### Lemma 2: a pair kernel and two-sided bounds

The periodic density of one orbital can be unwrapped. Assign each part of it to some lattice image, so as to obtain a normalized density p(r) on all space that folds back to the periodic one. Since exp(−iG·r) does not notice a lattice translation,

z_I = Z_I,nn = ∫ p(r) exp(−iG_I·r) dr

for every unwrapping. Multiply z_I by its complex conjugate. The imaginary part of the double integral is odd under exchange of r and r′ and vanishes, so

|z_I|² = ∬ p(r) p(r′) cos[G_I·(r − r′)] dr dr′.

Because p is normalized, this gives

Ω_n = ∬ p(r) p(r′) K(r − r′) dr dr′,
K(d) = Σ_I ω_I [1 − cos(G_I·d)].  (6)

The functional is a sum over pairs of points in the density, and K is the cost of a separation d. For small d, 1 − cos x ≈ x²/2, and (3) gives K(d) ≈ |d|²/2. This is the cost that yields the variance. With r̄ the mean of p and u = r − r̄,

½∬ p p′ |u − u′|² = ½∬ p p′ (|u|² + |u′|² − 2u·u′) = ½(σ² + σ² − 0) = σ²,

where σ² = ∫ p |u|² is the variance summed over the three directions. The cross term vanishes since the mean of u is zero.

To control the error, note that 1 − cos x = 2 sin²(x/2) ≤ x²/2. Integrating this from 0 to x ≥ 0 gives x − sin x ≤ x³/6, or sin x ≥ x − x³/6. A second integration gives 1 − cos x ≥ x²/2 − x⁴/24. Both bounds on the cosine are even in x, so they hold for all real x. If all ω_I ≥ 0, they may be summed:

σ² − R₄ ≤ Ω_n ≤ σ²,  (7)
R₄ = (1/24) Σ_I ω_I ∬ p p′ [G_I·(r − r′)]⁴.

Set y = G_I·u, and let μ_k be the mean of y^k, with μ_1 = 0. Expanding,

(y − y′)⁴ = y⁴ − 4y³y′ + 6y²y′² − 4yy′³ + y′⁴.

The terms containing a single y or y′ average to zero. The average is 2μ_4 + 6μ_2², and therefore

R₄ = (1/12) Σ_I ω_I (μ_4 + 3μ_2²)_I.  (8)

Now enlarge the cell by a factor λ while p stays fixed. Then G_I becomes G_I/λ, and (2) makes ω_I become λ²ω_I. The product of a weight and a fourth moment therefore scales as λ² · λ⁻⁴ = λ⁻². With weights of mixed sign the one-sided bounds are lost, but the error is still at most the same expression with |ω_I| in place of ω_I. It again falls as λ⁻². This proves part (a) for densities with finite fourth moments.

The inequality Ω_n ≤ σ² shows the direction of the finite-cell error when the weights are positive: the functional never exceeds the variance, whichever unwrapping is chosen. It also saturates. Since |z_I|² ≥ 0, no orbital can have Ω_n above Σ_I ω_I, however it is spread out.

An isotropic Gaussian density with variance τ² along each axis makes this visible. It has |z_I|² = exp(−|G_I|²τ²), so

Ω_n = Σ_I ω_I [1 − exp(−|G_I|²τ²)].

The trace of (2) is Σ_I ω_I|G_I|² = 3. For small τ the result is 3τ², the total variance. For large τ it tends to Σ_I ω_I.

### Where the metric identity is not enough

Leading-order accuracy concerns compact orbitals. An optimizer also visits extended ones, and it can settle on them if their cost is wrongly low. Consider a density with half its weight at 0 and half at t, both points being sharp. Then z_I = ½[1 + exp(−iG_I·t)], and

1 − |z_I|² = 1 − ½[1 + cos(G_I·t)] = ½[1 − cos(G_I·t)],

so Ω_n = ½K(t). Take t = (a_1 + a_2 + a_3)/2, for which G·t = π(m_1 + m_2 + m_3). The mixed vectors of the usual set have an even Miller sum and contribute nothing. The first three have an odd sum, and each contributes its full weight. From (5),

Ω_n = ω_100 + ω_010 + ω_001
= [g_11 + g_22 + g_33 − 2(g_12 + g_13 + g_23)]/4π².  (9)

This quantity need not be positive. In the primitive fcc cell with cubic edge a, g_ii = a²/2 and g_ij = a²/4. The bracket is 3a²/2 − 6a²/4 = 0, so a density shared between two distant sites costs nothing. In a rhombohedral cell the bracket is 3g_11(1 − 2 cos α), which is negative as soon as the angle α between the edges is below 60°. Splitting the density then lowers the functional below its value for a single sharp point.

The fcc case shows that non-negative weights are not sufficient either. There the first three weights in (5) vanish and the other three are positive. But the Miller vectors (110), (101) and (011) have determinant −2, so they generate a sublattice of index 2 in the reciprocal lattice. The functional sees a direct lattice with twice as many points as the true one.

### Lemma 3: an obtuse superbase cures both faults

Let v_1, v_2, v_3 be primitive vectors of the same lattice and put v_0 = −(v_1 + v_2 + v_3). The four vectors, whose sum is zero, form a superbase. It is called obtuse if v_i·v_j ≤ 0 for every i ≠ j.

An obtuse superbase exists for every lattice. Suppose v_i·v_j > 0 for some pair, and let k and l be the other two indices. The Selling step is

v_i → −v_i,  v_j → v_j,  v_k → v_k + v_i,  v_l → v_l + v_i.

The new sum is −v_i + v_j + v_k + v_l + 2v_i = 0. Integer combinations of the new vectors recover the old ones, so the lattice is unchanged. Since the four sum to zero, any three of them still generate it. The sum of squared lengths changes by

|v_k + v_i|² + |v_l + v_i|² − |v_k|² − |v_l|²
= 2|v_i|² + 2v_i·(v_k + v_l)
= 2|v_i|² − 2v_i·(v_i + v_j) = −2v_i·v_j < 0.

The vectors therefore stay inside a fixed sphere, which holds finitely many lattice points. A strictly decreasing sum cannot return to an earlier superbase, so the procedure ends, and it can end only when no product is positive.

Now write r = Σ_i s_i v_i with i running from 0 to 3 and s_0 = 0. From here on, s_i refers to this basis. Taking the product of v_i with the zero sum gives |v_i|² = −Σ_{j≠i} v_i·v_j. Hence

|r|² = Σ_i s_i²|v_i|² + 2Σ_{i<j} s_i s_j v_i·v_j
= −Σ_{i<j} (s_i² + s_j²) v_i·v_j + 2Σ_{i<j} s_i s_j v_i·v_j
= −Σ_{i<j} (v_i·v_j)(s_i − s_j)².  (10)

Let β_1, β_2, β_3 be the reciprocal vectors of v_1, v_2, v_3, and let β_0 = 0. Then s_i = β_i·r/2π for all four indices, and comparison of (10) with (3) gives

G_ij = β_i − β_j,  ω_ij = −v_i·v_j/4π² ≥ 0,  i < j.  (11)

There are six pairs. Those with v_i·v_j = 0 drop out.

It remains to show that the vectors left over generate the reciprocal lattice. Draw the indices 0 to 3 as four nodes and join i and j when ω_ij > 0. If this graph fell into unconnected parts, there would be a nonempty set S of nodes, without node 0, that no line joins to the rest. Set s_i = 1 in S and s_i = 0 elsewhere. Every term of (10) would vanish, although r = Σ_{i in S} v_i is not zero because v_1, v_2, v_3 are independent. This is a contradiction, so the graph is connected. Adding the differences β_i − β_j along a path from node i to node 0 gives β_i. The positive-weight vectors thus generate every β_i. A connected graph of four nodes has at least three lines, so the superbase set has between three and six vectors of positive weight.

Finally, K(d) = 0 with positive weights requires G_I·d to be a multiple of 2π for every vector kept. It is then so for every β_i, which means that d is a lattice vector. By (6), Ω_n = 0 requires all pairs of points in the density to be separated by lattice vectors. This proves part (b).

The number of vectors in the superbase set depends on the lattice: three for simple cubic, four for fcc and for the hexagonal lattice, six for bcc. It is not always the smallest possible number. For bcc with cubic edge a, five vectors are enough: 2π/a times the Cartesian vectors (1, 1, 2), (1, 0, −1), (0, 1, −1), (1, −1, 0) and (1, 1, 0), with weights a²/32π² times 1, 2, 2, 3 and 2. They satisfy (2) and generate the reciprocal lattice. The metric identity, the signs of the superbase weights and the generation property were also tested numerically on random triclinic cells.

## II. Joint diagonalization and worked examples

### Symbols and results carried over

The N occupied orbitals ψ_n are periodic in the cell, and Z_I,mn = ⟨ψ_m|exp(−iG_I·r)|ψ_n⟩. The spread is Ω = Σ_n Σ_I ω_I(1 − |Z_I,nn|²), with weights obeying Σ_I ω_I G_I G_Iᵀ = 1. The usual set of Miller vectors is (100), (010), (001), (110), (101), (011). The superbase set uses four lattice vectors v_0 to v_3 with zero sum and no positive mutual products. Its weights −v_i·v_j/4π² belong to β_i − β_j, where β_1, β_2, β_3 are reciprocal to v_1, v_2, v_3 and β_0 = 0. For this set the spread of an orbital lies between σ² − R₄ and σ², where σ² is its variance and R₄ a fourth-moment term. A density split equally between two sharp points a distance vector t apart has spread ½K(t), with K(t) = Σ_I ω_I[1 − cos(G_I·t)].

### Lemma 4: what mixing can and cannot change

In a plane-wave basis, let C_n(κ) be the coefficient of exp(iκ·r) in ψ_n. Multiplication by exp(−iG·r) lowers every wave vector by G, so the coefficient at κ becomes C_n(κ + G), and

Z_mn = Σ_κ C_m(κ)* C_n(κ + G).

For new orbitals φ_n = Σ_m ψ_m U_mn with U unitary, each matrix becomes U†Z_I U. The sum Σ_mn |Z_I,mn|² = tr(Z_I†Z_I) does not change. Adding and subtracting it in Ω gives

Ω = Ω_inv + Ω_od,
Ω_inv = Σ_I ω_I (N − Σ_mn |Z_I,mn|²),
Ω_od = Σ_I ω_I Σ_{m≠n} |Z_I,mn|².  (12)

Only Ω_od depends on U, which proves part (c).

The invariant part has a direct meaning. Let P project on the occupied space and let Q = 1 − P. The function exp(−iG_I·r)ψ_n has unit norm, and its occupied part has squared norm Σ_m |Z_I,mn|². So

Ω_inv = Σ_I ω_I Σ_n ‖Q exp(−iG_I·r)ψ_n‖².  (13)

With non-negative weights both parts are non-negative, and Ω_inv is a lower bound on the spread of every mixture.

The bound is reached if one U diagonalizes all Z_I. The functions e_I = exp(−iG_I·r) commute, but their projections need not. Inserting P = 1 − Q between the factors,

P e_I P e_J P − P e_J P e_I P = −(P e_I Q e_J P − P e_J Q e_I P),

because the terms with 1 cancel. What prevents simultaneous diagonalization is the part of e_Iψ_n that leaves the occupied space. In general one can therefore ask only for the best approximate joint diagonalization.

We have proved parts (a) to (c) of the theorem, with the superbase set supplying positive weights for every lattice, and found that mixing the orbitals changes only Ω_od. What remains is to derive the best pair rotation, establish what repeated sweeps guarantee, and test both sets of weights on two examples.
